# Indirect Absorption as a Convolution of Two Densities of States

Light at 1064 nm enters a silicon photodiode. Each photon carries about 1.17 eV, slightly more than the gap, but the top of the valence band and the bottom of the conduction band lie at different crystal momenta. The photon's momentum is far too small to connect them, and a phonon must supply the difference. Since phonons of all momenta exist, momentum conservation lets an electron start at any $\mathbf k$ and finish at any $\mathbf k'$. A calculation on a mesh of $N$ points therefore has $N^2$ pairs to sum. When the matrix element and the phonon energy are constant, the same sum can be obtained from two lists of $N$ energies.

## Six transitions by hand

Measure a hole energy $h$ downward from the valence-band top and an electron energy $e$ upward from the conduction-band bottom. Let the unit of energy be 10 meV, and suppose that the mesh gives three hole energies and two electron energies:

$$h=0,\,1,\,3,\qquad e=0,\,2.$$

A transition needs the energy $h+e$ beyond the gap. The six sums are $0,2,1,3,3,5$. Counting how often each integer from 0 to 5 occurs gives

$$(1,1,1,2,0,1).$$

Now count the levels before pairing them. The hole histogram is $v=(1,1,0,1)$ and the electron histogram is $c=(1,0,1)$. To obtain total energy $m$, a hole in bin $j$ must meet an electron in bin $m-j$, so the number of pairs is

$$p_m=\sum_j v_j c_{m-j}.$$

For $m=3$, for example, $p_3=v_1c_2+v_3c_0=1+1=2$. The other entries also reproduce the pair count. This sum is a discrete convolution. It discards which hole met which electron, and that information is not needed if every pair has the same weight.

Broadening can be examined in the same way. Replace each pair by weights $(\tfrac14,\tfrac12,\tfrac14)$ at displacements $(-1,0,1)$. The variance of this displacement is $\tfrac14+\tfrac14=\tfrac12$. The same result follows if each hole and each electron is separately split into two halves displaced by $\pm\tfrac12$: each split has variance $\tfrac14$, and the two variances add. Had the three-point spread been applied to both lists, the pair variance would have been 1, twice the intended value.

## The general double sum

Assume a filled valence band, an empty conduction band and one phonon branch of energy $\hbar\Omega$, independent of momentum. Let $M$ be the second-order amplitude, which contains the optical matrix element, the electron–phonon matrix element and the energy denominator of the virtual intermediate state. Its squared magnitude, apart from phonon occupation, is assumed independent of $\mathbf k$ and $\mathbf k'$.

For each pair there is a phonon momentum $\mathbf q=\mathbf k'-\mathbf k$, up to a reciprocal-lattice vector, so momentum conservation restricts neither sum. The golden rule leaves energy conservation:

$$E_g+e_{\mathbf k'}+h_{\mathbf k}=\hbar\omega\pm\hbar\Omega .$$

The upper sign is phonon absorption, with weight $n=1/(e^{\hbar\Omega/k_BT}-1)$. The lower is phonon emission, with weight $n+1$. Define the energy available to the electron and hole and the normalised pair density,

$$\varepsilon_\pm=\hbar\omega-E_g\pm\hbar\Omega,\qquad
J(\varepsilon)=\frac1{N^2}\sum_{\mathbf k,\mathbf k'}\delta(\varepsilon-h_{\mathbf k}-e_{\mathbf k'}).$$

The absorption coefficient is the absorbed power per volume divided by the intensity. For vector-potential amplitude $A_0$, the transition rate is proportional to $A_0^2$, the absorbed power to $\hbar\omega A_0^2$ and the intensity to $\omega^2A_0^2$. The quotient leaves one factor $1/\omega$:

$$\alpha(\hbar\omega)=\frac{C}{\hbar\omega}\left[nJ(\varepsilon_+)+(n+1)J(\varepsilon_-)\right].$$

The constant $C$ contains $|M|^2$ without its field and occupation factors, the spin and cell factors, and the refractive index, taken constant over the spectrum.

To separate the sums, define

$$g_v(x)=\frac1N\sum_{\mathbf k}\delta(x-h_{\mathbf k}),\qquad
g_c(x)=\frac1N\sum_{\mathbf k'}\delta(x-e_{\mathbf k'}).$$

These are densities per cell and per spin, each with integral one. Insert $1=\int dx\,\delta(x-h_{\mathbf k})$ into $J$. The delta function permits $h_{\mathbf k}$ to be replaced by $x$ in the other factor:

$$J(\varepsilon)=\int dx\left[\frac1N\sum_{\mathbf k}\delta(x-h_{\mathbf k})\right]
\left[\frac1N\sum_{\mathbf k'}\delta(\varepsilon-x-e_{\mathbf k'})\right]
=\int dx\,g_v(x)g_c(\varepsilon-x).$$

No limit $N\to\infty$ was taken. The convolution contains the same $N^2$ pairs as the direct sum and has the same error from the finite mesh.

## Sharing the broadening

A finite mesh gives isolated spikes, so each delta function is replaced by a Gaussian $G_\sigma(y)=e^{-y^2/2\sigma^2}/(\sqrt{2\pi}\sigma)$. In the direct sum its argument is $d=\varepsilon-h-e$. In the convolution the densities may have separate widths $\sigma_v$ and $\sigma_c$. With $y=x-h$, one pair then contributes

$$\int dy\,G_{\sigma_v}(y)G_{\sigma_c}(d-y).$$

Set $\sigma^2=\sigma_v^2+\sigma_c^2$ and complete the square:

$$\frac{y^2}{\sigma_v^2}+\frac{(d-y)^2}{\sigma_c^2}
=\frac{\sigma^2}{\sigma_v^2\sigma_c^2}\left(y-\frac{\sigma_v^2}{\sigma^2}d\right)^2+\frac{d^2}{\sigma^2}.$$

The $y$ integral gives $\sqrt{2\pi}\,\sigma_v\sigma_c/\sigma$. Multiplied by the prefactor $1/(2\pi\sigma_v\sigma_c)$, it becomes $1/(\sqrt{2\pi}\sigma)$, so the pair contributes $G_\sigma(d)$.

Direct summation and convolution therefore have identical broadening error when their variances match. Using the full $\sigma$ in both densities gives a pair width $\sqrt2\,\sigma$. In the algorithm below it is simplest to leave both histograms unbroadened and smooth their convolution once.

The size of this common error follows by expanding $J(\varepsilon-y)$ under the Gaussian. The linear term averages to zero and $\langle y^2\rangle=\sigma^2$, so where $J$ is smooth on the scale $\sigma$,

$$J_\sigma(\varepsilon)-J(\varepsilon)\simeq\frac{\sigma^2}{2}J''(\varepsilon).$$

## Binning and its error

Real band energies do not fall on bin centres. Suppose $h=1.25$ in the units of the hand example. Put weight 0.75 in bin 1 and 0.25 in bin 2. The mean remains 1.25, but a variance $0.25\times0.75=0.1875$ has been introduced.

In general, let the bin width be $b$ and let an energy lie a fraction $f$ of the way from one centre to the next. It is displaced by $-fb$ with weight $1-f$ and by $(1-f)b$ with weight $f$. The mean displacement is zero and the variance is

$$(1-f)f^2b^2+f(1-f)^2b^2=f(1-f)b^2\le \frac{b^2}{4}.$$

After convolution the weights of the two bands multiply, so their displacements act as independent variables. The variance of the pair displacement $U$ is at most $b^2/2$. Taylor's theorem for $G_\sigma(d-U)$ has no averaged linear term, and its remainder is bounded by half this variance times the largest $|G_\sigma''|$. Since $G_\sigma''(y)=(y^2/\sigma^2-1)G_\sigma(y)/\sigma^2$, that maximum occurs at $y=0$ and equals $1/(\sqrt{2\pi}\sigma^3)$. Hence

$$|\delta J|\le\frac{b^2}{4\sqrt{2\pi}\,\sigma^3}.$$

This bound ignores cancellation between pairs. If $f$ is evenly distributed and unrelated to the pair energy, its average variance factor is $\int_0^1f(1-f)df=\tfrac16$. Two bands give variance $b^2/3$, and for $b\ll\sigma$

$$\delta J\simeq\frac{b^2}{6}J_\sigma''(\varepsilon).$$

Binning then acts like an increase of $\sigma^2$ by $b^2/3$.

The complete method is:

1. Deposit the $N$ hole energies and $N$ electron energies linearly into bins of width $b$, and divide each histogram by $N$.
2. Convolve the histograms by fast Fourier transform, padding with zeros so that high energies do not wrap round to low ones.
3. At each desired $\varepsilon$, sum the resulting bins with weight $G_\sigma$.

For $B$ bins and $N_\omega$ energies, the work is $O(N)$ for deposition, $O(B\log B)$ for the transforms and $O(BN_\omega)$ for smoothing. Direct summation evaluates $N^2N_\omega$ Gaussians. One may instead histogram the pair energies directly; this removes the factor $N_\omega$ but still needs $N^2$ additions.

## The behaviour near the absorption edge

Let $\theta_i$ be the momentum components multiplied by the lattice period. Near a parabolic extremum, the energy measured from it is $E=\tfrac12\sum_i c_i\theta_i^2$. The states below $E$ fill an ellipsoid, whose fraction of the zone is

$$F(E)=\frac1{(2\pi)^3}\frac{4\pi}{3}\frac{(2E)^{3/2}}{\sqrt{c_1c_2c_3}}.$$

Differentiation gives

$$g(E)=\frac{\sqrt{2E}}{2\pi^2\sqrt{c_1c_2c_3}}.$$

Both densities thus grow as a square root. With $x=\varepsilon\sin^2\phi$,

$$\int_0^\varepsilon dx\sqrt{x(\varepsilon-x)}
=2\varepsilon^2\int_0^{\pi/2}d\phi\,\sin^2\phi\cos^2\phi=\frac{\pi}{8}\varepsilon^2.$$

Therefore $J=K\varepsilon^2$ for $\varepsilon>0$ and zero below threshold, where $K$ is $\pi/8$ times the two square-root coefficients. Well above threshold $J''=2K$, so the relative broadening error is $\sigma^2/\varepsilon^2$.

At threshold the expansion in derivatives is not valid. Write $z=\varepsilon/\sigma$, and let $\varphi$ and $\Phi$ be the standard normal density and cumulative distribution. Then

$$J_\sigma=K\int_{-z}^{\infty}du\,(\varepsilon+\sigma u)^2\varphi(u).$$

The integrals of $\varphi$, $u\varphi$ and $u^2\varphi$ over this range are $\Phi(z)$, $\varphi(z)$ and $\Phi(z)-z\varphi(z)$. Expanding the square and using $\sigma z=\varepsilon$ gives

$$J_\sigma=K\left[(\varepsilon^2+\sigma^2)\Phi(z)+\varepsilon\sigma\varphi(z)\right].$$

At $\varepsilon=0$ this equals $K\sigma^2/2$, although the unbroadened value is zero. A closed phonon channel can therefore acquire spurious absorption.

## A silicon-like absorber

Take rough values for silicon at 300 K: gap 1.12 eV, phonon energy 58 meV, longitudinal and transverse electron masses $m_l=0.92$ and $m_t=0.19$ electron masses, one hole mass $m_h=0.55$, and period $a=0.54$ nm. A cubic-zone model with these edge masses is

$$h=C_v\sum_i(1-\cos\theta_i),$$
$$e=A\sum_{i<j}\cos\theta_i\cos\theta_j-B_c\sum_i\cos\theta_i+A+B_c.$$

Since $e$ is linear in each cosine separately, its minimum can be sought at the points where all cosines are $\pm1$. Its values there are 0 with one cosine negative, $4A-2B_c$ with none, $2B_c$ with two and $4A+4B_c$ with three. The minima are thus the three X points. Expansion about one of them gives curvatures $2A-B_c$ along its axis and $B_c$ across it. Setting these to $\hbar^2/(m_la^2)$ and $\hbar^2/(m_ta^2)$, and $C_v=\hbar^2/(m_ha^2)$, gives

$$C_v=0.4751,\qquad A=0.8297,\qquad B_c=1.3753\ \text{eV}.$$

With three valleys, the edge coefficient is

$$K=\frac{\pi}{8}\frac{\sqrt2}{2\pi^2C_v^{3/2}}\frac{3\sqrt2}{2\pi^2B_c\sqrt{2A-B_c}}
=0.0252\ \text{eV}^{-3}.$$

At 1064 nm the photon energy is 1.1653 eV. Thus

$$\varepsilon_+=1.1653-1.12+0.058=0.1033\ \text{eV},$$

while $\varepsilon_-=-0.0127$ eV. With this single phonon energy, light at 1064 nm is absorbed only together with a phonon, whose occupation is $n=0.1187$. In silicon itself, emission of a phonon of lower energy is also possible at this wavelength.

The spectrum was computed on a $160^3$ mesh, with $\sigma=2$ meV and $b=0.5$ meV. The constant $C$ was fixed by a rough input, $\alpha=10\ \text{cm}^{-1}$ at 1064 nm. The model then gives about 60, 4.0 and $0.25\ \text{cm}^{-1}$ at 1000, 1100 and 1150 nm. Tabulated values for silicon at room temperature are about 64, 3.5 and $0.7\ \text{cm}^{-1}$, so at 1150 nm the model is low by more than a factor of two.

The first value can be followed by hand. At 1000 nm the photon energy is 1.2398 eV, so $\varepsilon_+=0.1778$ eV and $\varepsilon_-=0.0618$ eV. Both channels are open, and the parabolic law gives

$$10\times\frac{1.1653}{1.2398}\times
\frac{0.1187(0.1778)^2+1.1187(0.0618)^2}{0.1187(0.1033)^2}
\simeq60\ \text{cm}^{-1}.$$

The bands are not strictly parabolic: at $\varepsilon_+$ for 1064 nm, $J$ exceeds the parabolic law by 9.0%. Much of this correction cancels in the ratio.

## Reading the cost and error

With all other settings fixed, raising $\sigma$ from 2 meV changes $\alpha$ at 1064 nm by +0.23% at 5 meV, +1.4% at 10 meV and +9.8% at 20 meV. The parabolic law predicts 9.4% for the last case. Of this, $\sigma^2/\varepsilon_+^2=(20/103.3)^2$ supplies 3.7%. The rest, about 5.7%, is the Gaussian tail of the closed emission channel, favoured by its weight $n+1$.

Putting 20 meV into both densities raises the error to 24.3%. This is more than double because the emission channel lies below threshold. The edge integral gives $J_\sigma/(K\sigma^2)=\int_{-z}^{\infty}du\,(z+u)^2\varphi(u)$, which increases with $z$. For $\varepsilon_-<0$ a larger $\sigma$ raises $z=\varepsilon_-/\sigma$ towards zero, so the tail grows faster than $\sigma^2$.

The binning error was measured against explicit pair sums on a $12^3$ mesh, for $\sigma=0.15$ eV and 31 energies from 0 to 3 eV. With $b=0.05$ eV the largest error was $1.9\times10^{-4}\ \text{eV}^{-1}$, or 0.07% of the largest $J$. The strict bound is $7.4\times10^{-2}\ \text{eV}^{-1}$. The average law is much closer: a least-squares fit gives 1.005 times $b^2J_\sigma''/6$. Halving $b$ reduced the root-mean-square error by a factor of 4.01.

On that mesh, four energies took 109 ms by direct summation and 0.30 ms by convolution with $b=0.025$ eV, a ratio of 360 on the machine used. Between $8^3$ and $12^3$ points, direct time grew as $N^{1.98}$. Extrapolated to the $1.68\times10^{13}$ pairs of the $160^3$ mesh, it would be about 42 hours per energy if every pair were evaluated. Building that mesh's bands and its convolved histogram took 1.2 s.

Such a fine mesh was not necessary at 1064 nm. Relative to it, $40^3$ points changed $\alpha$ by −0.06% and $80^3$ points by +0.04%. These figures are for one mesh offset. Shifting the $40^3$ mesh typically changes $\alpha$ by about 1%, and by up to 5% for some offsets, so its close agreement here is partly luck. For generic offsets the $80^3$ mesh is much less sensitive, about 0.2%, but symmetric meshes are worse: at $80^3$ the unshifted mesh is off by about −2% and the mesh shifted by half a step by about −1%.

Nor must a direct sum near the edge include every pair. Levels more than a few $\sigma$ above $\varepsilon_+$ cannot contribute, and discarding them leaves about one pair in 20 000. On the $160^3$ mesh this reduces the 42 hours to about seven seconds per energy. The very large saving therefore applies to spectra that reach far into the bands. Near the edge the gain is far smaller: those seven seconds per energy stand against 1.2 s for the bands and the whole convolved histogram.

## When one convolution is insufficient

Suppose that $|M|^2$ is multiplied by

$$w(\mathbf q)=1+\frac13\sum_i\cos(\theta_i'-\theta_i).$$

On the $12^3$ mesh, the ratio of this weighted $J$ to the constant-coupling $J$ was 1.36 at $\varepsilon=0.18$ eV, 1.21 at 1.20 eV and 0.90 at 2.88 eV. No single constant can absorb that change of shape over several eV. Close to the edge one can: the hole lies near the zone centre and the electron near X, so $w\simeq1+\tfrac13(-1+1+1)=\tfrac43$, and on a finer mesh with $\sigma=10$ meV the ratio stays within 0.3% of this value up to $\varepsilon=0.18$ eV. However,

$$\cos(\theta_i'-\theta_i)=\cos\theta_i'\cos\theta_i+\sin\theta_i'\sin\theta_i.$$

Each term is a product of a hole weight and an electron weight. One plain convolution and six weighted ones restore the full sum. A coupling that requires many product terms loses part of the cost advantage. Phonon dispersion is different: it puts $\mathbf q$ inside the energy delta function, where this factorisation does not apply.

For silicon itself, the masses, gap and phonon energy above are typical rough values, but the band model is not. Silicon has six valleys away from X, several valence bands and a direct gap near 3.4 eV; the model has a direct gap of 1.69 eV, and its direct transitions are omitted. Fixing $C$ absorbs an overall factor, not these differences of shape. The following estimates keep $C$ fixed:

- An isotropic hydrogenic exciton with relative permittivity 11.7, the hole mass above and electron mass $3/(1/m_l+2/m_t)=0.26$ has binding energy 17.5 meV. Lowering the threshold by this amount raises $\alpha$ at 1064 nm by 41%, without including the other Coulomb changes. Keeping the valley anisotropy gives 18.4 meV and 44%; the measured binding energy in silicon, about 14.7 meV, gives 33%.
- Replacing the phonon by one of 18 meV, with equal coupling, multiplies $\alpha$ by 4.1. Silicon has such low-energy phonons, so their actual coupling matters.
- Heating by 50 K, with a rough gap slope of −0.25 meV/K, raises $\alpha$ by 83% through the smaller gap and larger phonon occupation.
- An intermediate-state denominator $3.4\ \text{eV}-\hbar\omega$ raises $\alpha$ at 1000 nm relative to 1064 nm by 7%.
- A phonon velocity of 3 km/s across the hole momentum at $\varepsilon_+$ gives an energy spread of 2.4 meV; the electron's momentum within its valley can increase this. Raising the whole phonon energy by that amount lowers $\alpha$ by 5%.

For this example, the physical assumptions limit the prediction far more than the binning does. Reducing $b$ improves the evaluation of the chosen model, but cannot supply a missing phonon or exciton.
